# A Conservative Finite-Volume Korhonen Solver with Stress-Dependent Diffusivity

## Two cells by hand

Take a metal line of length $L$ whose ends let no atoms through. Electrons flow from left to right and push each atom to the right with a constant force $F>0$. Divide the line into two equal cells with stresses $\sigma_1$ and $\sigma_2$, tension positive, both zero at the start.

An atom lowers its energy by moving into tensile material. Its chemical potential is $\mu=\mu_0-\Omega\sigma$, where $\Omega$ is the atomic volume. The driving force on an atom is $F-\partial\mu/\partial x=F+\Omega\,\partial\sigma/\partial x$. An atom has mobility $D/kT$ and there are $1/\Omega$ atoms per volume. The cell centres are $L/2$ apart, so the atom flux through the middle face is

$$J=\frac{D}{\Omega kT}\left(F+\Omega\,\frac{\sigma_2-\sigma_1}{L/2}\right).$$

The left cell loses these atoms. If $N$ is the number of added atoms per volume, $dN_1/dt=-J/(L/2)$. Missing atoms in a confined line cause tension, which the effective modulus $B$ measures through $d\sigma=-B\Omega\,dN$. Hence $d\sigma_1/dt=2B\Omega J/L$. The right cell gains what the left one loses, so $\sigma_2=-\sigma_1$ at all times. With $\sigma_1=\sigma$, $G=F/\Omega$ and $\kappa=DB\Omega/kT$,

$$\frac{d\sigma}{dt}=\frac{2\kappa}{L}\left(G-\frac{4\sigma}{L}\right).$$

The bracket vanishes at $\sigma=GL/4$, and $\kappa$ plays no part in this. For constant $\kappa$ the approach is $\sigma=\tfrac14GL\,(1-e^{-8\kappa t/L^2})$.

Now let tension raise the diffusivity, $D=D_0e^{\Omega\sigma/kT}$, and give the face the mean of its two neighbours. Then $\kappa=\kappa_0\cosh(\Omega\sigma/kT)$, where $\kappa_0$ belongs to zero stress. The path changes, but the end point stays at $GL/4$.

Two features carry over to many cells: one face flux serves both neighbours, and equilibrium means zero flux. The relaxation rate does not carry over. Here stress dependence speeds up the final approach, because the arithmetic mean on the single face exceeds $\kappa_0$. A harmonic mean, which treats the two halves as resistances in series, would give $\kappa_0/\cosh(\Omega\sigma/kT)$ and slow it down. The continuous line also slows down, as shown below.

## The continuous equation and its scaling

For a thin slice the same balance reads $\partial N/\partial t=-\partial J/\partial x$. Multiplying by $-B\Omega$, with $B$ constant, gives Korhonen's equation:

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa(\sigma)\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad J=0\ \text{at}\ x=0,L.$$

The assumptions are uniform temperature, a wind force independent of stress, no voids, no plastic flow, and negligible storage of atoms by changes in vacancy content.

For the diffusivity, assume that vacancies are in local equilibrium with the stress. If the lattice does not relax around a vacancy, forming one adds the volume $\Omega$, and the concentration is proportional to $e^{\Omega\sigma/kT}$. Neglecting any effect of stress on the jump rate, $D$ has the same factor. Relaxation reduces the formation volume to $v\Omega$ with $v<1$, which replaces $a$ by $va$ in the scaled equation below. Let $\bar\sigma_0$ be the initial mean stress and let $D_0$ and $\kappa_0$ refer to it. Define

$$\xi=\frac xL,\quad \tau=\frac{\kappa_0t}{L^2},\quad s=\frac{\sigma-\bar\sigma_0}{GL},\quad a=\frac{\Omega GL}{kT}=\frac{FL}{kT}.$$

The left side becomes $(G\kappa_0/L)\,\partial s/\partial\tau$. On the right, the bracket is $\kappa_0G\,e^{as}(\partial s/\partial\xi+1)$ and the outer derivative supplies $1/L$. The common factor cancels:

$$\frac{\partial s}{\partial\tau}=\frac{\partial}{\partial\xi}\left[e^{as}\left(\frac{\partial s}{\partial\xi}+1\right)\right].$$

The parameter $a$ is the work of the wind force over the whole line divided by $kT$.

## The finite-volume method

Use $N_c$ cells of width $h=1/N_c$, with centres $\xi_i=(i-\tfrac12)h$ and cell averages $s_i$. Integrating the equation over a cell gives

$$\frac{ds_i}{d\tau}=R_i=\frac{q_{i+1/2}-q_{i-1/2}}h,$$

$$q_{i+1/2}=d_{i+1/2}\,g_{i+1/2},\qquad g_{i+1/2}=\frac{s_{i+1}-s_i}h+1,$$

with $d_{i+1/2}=\tfrac12(e^{as_i}+e^{as_{i+1}})$ and $q=0$ on both end faces. A positive $q$ is an atom flux to the right, which raises the tension on its left.

**Conservation.** In $\sum_ihR_i$ each interior flux appears once with each sign, and the end fluxes vanish. The mean of $s$ is therefore constant.

**Steady state.** If all $R_i=0$, neighbouring fluxes are equal. The end flux is zero, so all are zero. Since $d>0$, $s_{i+1}-s_i=-h$. The mean fixes the remaining constant. As $\tfrac12-\xi_i$ sums to zero and the scaled mean is zero,

$$s_i^\infty=\tfrac12-\xi_i,\qquad \sigma_\infty(x)=\bar\sigma_0+G\left(\tfrac L2-x\right).$$

The average of a linear function over a cell is its centre value, so this state has no discretization error. The argument holds for any positive face diffusivity, including one that varies along the line.

**Time step.** Diffusion across small cells is stiff, so the step is implicit:

$$S=s^n+\gamma\Delta\tau R(S),$$

$$s^{n+1}=s^n+(1-\gamma)\Delta\tau R(S)+\gamma\Delta\tau R(s^{n+1}).$$

To choose $\gamma$, apply the step to $ds/d\tau=\lambda s$ with $z=\lambda\Delta\tau$. One step multiplies $s$ by

$$\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}=1+z+(2\gamma-\gamma^2)z^2+\dots$$

Agreement with $e^z$ to second order needs $2\gamma-\gamma^2=\tfrac12$. The root below one is $\gamma=1-1/\sqrt2$. The factor tends to zero as $z\to-\infty$, so very stiff modes are damped. Setting $\gamma=1$ gives backward Euler, which is first order.

**Newton iteration.** Each stage has the form $f_i=S_i-T_i-\gamma\Delta\tau R_i(S)=0$ with known $T$. The derivatives of a face flux are

$$\frac{\partial q_{i+1/2}}{\partial s_i}=\frac a2e^{as_i}g_{i+1/2}-\frac{d_{i+1/2}}h,$$

$$\frac{\partial q_{i+1/2}}{\partial s_{i+1}}=\frac a2e^{as_{i+1}}g_{i+1/2}+\frac{d_{i+1/2}}h.$$

Only neighbours are coupled, so each correction $\delta$ solves a tridiagonal system. Summing its rows removes all flux terms and leaves $\sum\delta_i=-\sum(S_i-T_i)$. After one correction $\sum S_i=\sum T_i$, even if the iteration has not yet converged. Conservation thus does not rest on the Newton tolerance.

## Why the line reaches the linear profile

A unique steady state is not yet a proof of approach. Let $\varphi_i=s_i-s_i^\infty$. Then $g_{i+1/2}=(\varphi_{i+1}-\varphi_i)/h$: the wind has disappeared, and $\varphi$ obeys pure diffusion.

Take a backward Euler step. In the cell where the new $\varphi$ is largest, both neighbours are no larger, so $R_i\le0$ and the new maximum cannot exceed the old one. Likewise the minimum cannot fall. For a uniform start $|\varphi|\le\tfrac12$ initially, and $|s^\infty|\le\tfrac12$, so $|s|\le1$ throughout. This bounds the diffusivity from below: $d\ge e^{-|a|}$.

Next multiply the step by $h\varphi_i^{\rm new}$ and sum. Rearranging the flux differences by faces gives

$$\sum_ih\varphi_i^{\rm new}(\varphi_i^{\rm new}-\varphi_i^{\rm old})=-\Delta\tau\sum_{\rm faces}\frac{d\,(\varphi_{i+1}^{\rm new}-\varphi_i^{\rm new})^2}h.$$

On the left use $u(u-v)\ge\tfrac12(u^2-v^2)$. On the right, $\varphi$ has zero mean, so the sum without $d$ is at least $\lambda_h\|\varphi\|^2$. Here $\|\varphi\|^2=\sum h\varphi_i^2$, and $\lambda_h=(4/h^2)\sin^2(\pi h/2)$ is the lowest non-zero eigenvalue of the discrete blocked line, with mode $\cos\pi\xi_i$. Therefore

$$\|\varphi^{\rm new}\|^2\left(1+2\Delta\tau\,e^{-|a|}\lambda_h\right)\le\|\varphi^{\rm old}\|^2.$$

The squared distance to the linear profile shrinks at every step by at least the factor in brackets, and the distance itself by at least its square root. In the continuum the same argument applies to any continuous positive $D(\sigma)$, with its minimum over the bounded stress range replacing $e^{-|a|}$.

This proof covers backward Euler. For the second-order step the end state was tested with 100 cells at $a=0$, $\pm1.324$ and $4$. At $\tau=8$ the largest deviation from the linear profile was $1.1\times10^{-16}$ in units of $GL$, which is rounding error.

## What changes early

At short times each end acts as if the line were half-infinite. Near the cathode, where electrons enter, write $s=s_0+as_1$ to first order in $a$ and let $y=\xi/(2\sqrt\tau)$. For constant diffusivity

$$s_0=2\sqrt\tau\,I(y),\qquad I(y)=\frac{e^{-y^2}}{\sqrt\pi}-y\,\mathrm{erfc}\,y.$$

Since $I'=-\mathrm{erfc}\,y$, the slope is $-\mathrm{erfc}\,y$, which equals $-1$ at the wall as zero flux requires. Both $\partial s_0/\partial\tau$ and $\partial^2s_0/\partial\xi^2$ equal $e^{-y^2}/\sqrt{\pi\tau}$, so the diffusion equation holds.

The terms of order $a$ give

$$\frac{\partial s_1}{\partial\tau}=\frac{\partial^2s_1}{\partial\xi^2}+\frac{\partial}{\partial\xi}\left[s_0\left(\frac{\partial s_0}{\partial\xi}+1\right)\right],\qquad \frac{\partial s_1}{\partial\xi}(0)=0.$$

The last term equals $P(y)=\dfrac{d}{dy}[I\,\mathrm{erf}\,y]$, without a power of $\tau$. This suggests $s_1=\tau m(y)$, for which $\partial s_1/\partial\tau=m-\tfrac12ym'$ and $\partial^2s_1/\partial\xi^2=\tfrac14m''$. Hence

$$m''+2ym'-4m=-4P.$$

The decaying solution of the equation without source is $u=\tfrac14[(1+2y^2)\,\mathrm{erfc}\,y-2ye^{-y^2}/\sqrt\pi]$, with $u'=-I$. Multiplying by $e^{y^2}u$ and using the equation for $u$ turns the left side into a derivative:

$$\frac{d}{dy}\left[e^{y^2}(um'-mu')\right]=-4e^{y^2}uP.$$

Integrate from zero to infinity. The upper end vanishes, $m'(0)=0$ and $u'(0)=-1/\sqrt\pi$, so

$$c\equiv m(0)=4\sqrt\pi\int_0^\infty e^{y^2}u\,P\,dy=0.1134.$$

The anode follows from a symmetry: the scaled equation is unchanged under $\xi\to1-\xi$, $s\to-s$, $a\to-a$. To first order in $a$ the wall stresses are

$$s(0)=2\sqrt{\tau/\pi}+ca\tau,\qquad s(1)=-2\sqrt{\tau/\pi}+ca\tau.$$

For $a>0$ cathode tension grows faster and anode compression more slowly. The effect starts at order $\tau$, after the $\sqrt\tau$ term that both diffusivity laws share. A solver run with $a=1$, 400 cells and $\tau=0.004$ gave $c=0.1133$ from the sum of the two wall stresses.

## What changes late

Near the end state $\varphi$ is small, and the diffusivity may be taken from the final profile: $e^{a(1/2-\xi)}$. Let $q=e^{a(1/2-\xi)}\varphi'$ and $\varphi\propto e^{-\lambda\tau}$. Then $q'=-\lambda\varphi$. Differentiating and replacing $\varphi'$ by $e^{a(\xi-1/2)}q$,

$$q''+\lambda e^{a(\xi-1/2)}q=0,\qquad q(0)=q(1)=0.$$

For $a>0$ set $z=(2\sqrt\lambda/a)e^{a(\xi-1/2)/2}$. Since $dz/d\xi=az/2$, the equation becomes $q_{zz}+q_z/z+q=0$, Bessel's equation of order zero. With $z_0$ and $z_1$ the values at the two ends, the rates satisfy

$$J_0(z_0)Y_0(z_1)-J_0(z_1)Y_0(z_0)=0.$$

The slowest rate is also the minimum of $\int q'^2d\xi\big/\int e^{a(\xi-1/2)}q^2d\xi$ over functions vanishing at the ends. Try $q=\sin\pi\xi$. The numerator is $\pi^2/2$. In the denominator the part of the exponential odd about the middle drops out, leaving $\int\cosh[a(\xi-\tfrac12)]\sin^2\pi\xi\,d\xi$, which exceeds $\tfrac12$ for $a\ne0$. Hence $\lambda<\pi^2$, where $\pi^2$ is the value for constant diffusivity. The comparison holds $D$ at the mean stress fixed. By the symmetry above, $\lambda$ is the same for $a$ and $-a$.

The last stage is therefore slower for either sign of the stress dependence: slowing one half of the line costs more than speeding up the other half gains. At $a=\pm4$ the solver and the Bessel condition both give $\lambda=6.58$, against 9.87 at $a=0$.

## Two ways to lose the final profile

**Expanding the derivative.** The equation can be written as $\partial s/\partial\tau=e^{as}[s''+as'(s'+1)]$. Suppose this form is discretized by central differences, with ghost cells that give slope $-1$ at the walls. A linear profile of slope $-1$ is still steady, but nothing fixes its offset.

The drift follows to first order in $a$. Let $p=g$ be the face values of $\varphi'$, zero on the walls, so that the slope of $s$ is $p-1$. Subscripts $\pm$ mark the right and left faces of a cell. The mean changes at the rate

$$\frac{d\bar s}{d\tau}=ah\sum_i\left[s_i\frac{p_+-p_-}h+\frac{(p_+-1)+(p_--1)}2\,\frac{p_++p_-}2\right].$$

Summed by parts, the first term gives $-ah\sum_{\rm faces}(p-1)p$. A product of two averages is the average of the products minus a quarter of the product of the differences. The averages of products sum to $+ah\sum_{\rm faces}(p-1)p$ and cancel the first term. What remains is

$$\frac{d\bar s}{d\tau}=-\frac{ah}4\sum_i(p_+-p_-)^2.$$

At zeroth order $d\varphi_i/d\tau=(p_+-p_-)/h$, which gives $\frac{d}{d\tau}\,\tfrac12\sum_{\rm faces}hp^2=-\frac1h\sum_i(p_+-p_-)^2$. Initially $p=1$ on the $N_c-1$ interior faces, and finally $p=0$. The time integral of $\sum(p_+-p_-)^2$ is thus $\tfrac12h^2(N_c-1)=\tfrac12h(1-h)$, and

$$\Delta\bar s=-\frac{a\,h^2(1-h)}8.$$

For $a=0.2$ and 20 cells this is $-5.94\times10^{-5}$, as is the simulated drift. Refinement reduces the error; the flux form does not have it.

**Letting the modulus vary.** If tension softens the response, $B=B_0-B'(\sigma-\bar\sigma_0)$, the atom balance conserves $\int d\sigma/B$ instead of $\sigma$. With $b=B'GL/B_0$ and a uniform start, the conserved density is $-\ln(1-bs)/b\approx s+\tfrac12bs^2$. Zero flux still gives slope $-1$, so $s=m+\tfrac12-\xi$. The mean of $(\tfrac12-\xi)^2$ is $\tfrac1{12}$, and for small $b$

$$m+\frac b2\cdot\frac1{12}=0\quad\Rightarrow\quad m=-\frac b{24}.$$

The slope does not need a constant modulus, but the offset does.

## An aluminium interconnect

Consider a passivated aluminium line with $L=30$ µm at 473 K, carrying 1 MA/cm². Rough typical values are effective charge number 4, resistivity 4.5 µΩ cm, $\Omega=0.0166$ nm³, $B=60$ GPa and $D_0=10^{-12}$ cm²/s. Diffusion through the aluminium lattice is hundreds to thousands of times slower at this temperature, depending on the data set used, so $D_0$ stands for transport along grain boundaries and interfaces. Giving it the stress dependence derived above for lattice vacancies is an assumption; the final profile does not depend on it, but the times do. The initial stress is zero.

The field is $4.5\times10^{-8}\times10^{10}=450$ V/m, so $F=4\times450$ eV/m $=1.8\times10^{-6}$ eV/nm. Dividing by $\Omega$ gives $G=17.4$ MPa/µm and $GL=521$ MPa. The final stress runs from $+261$ MPa at the cathode to $-261$ MPa at the anode. With $kT=0.0408$ eV,

$$a=\frac{1.8\times10^{-6}\times3\times10^4}{0.0408}=1.32.$$

In the final state $D/D_0$ is 1.94 at the cathode and 0.52 at the anode. The time unit is $L^2/\kappa_0=16.4$ h. The times to reach a given part of the final end stress are:

| End, part | Constant $D$ | $D(\sigma)$ |
|---|---|---|
| cathode, 50% | 0.81 h | 0.76 h |
| anode, 50% | 0.81 h | 0.86 h |
| cathode, 90% | 3.48 h | 3.32 h |
| anode, 90% | 3.48 h | 3.78 h |

At $\tau=0.05$ the early formula predicts that both wall stresses shift by $ca\tau GL=0.1134\times1.32\times0.05\times521\approx3.9$ MPa. The computed shifts are 3.7 MPa at the cathode and 3.9 MPa at the anode. Conservation requires a negative shift elsewhere, and the middle stands at $-2.4$ MPa instead of zero.

The slowest decay time rises from 1.66 h to 1.74 h, yet the cathode is still ahead at 90%. There is no conflict: the rate governs the remaining tail, while the lead also depends on the tail's amplitude. The slower decay overtakes the lead only between 99% and 99.5% of the final stress.

One assumption that can fail in real lines is the absence of voids. The peak lies 239 MPa below a rough nucleation threshold of 500 MPa, but a weak interface can fail at lower tension, and the linear profile is then not reached. Cooling after passivation also leaves tension. Before it relaxes, this can reach several hundred MPa in a confined line and use up the whole margin, so the value below is only an illustration. A uniform 100 MPa would raise the peak to 361 MPa and multiply $D$ by 1.29, shortening all times by 22% without changing the slope. These figures use the full atomic volume in the exponent of $D$. With $0.65\,\Omega$, a rough value for a relaxed vacancy in aluminium, the factor is 1.18 and the timing differences between the two diffusivity laws shrink to about 3% to 5%. Joule heating, estimated for a line 0.5 µm thick and one-dimensional heat flow through 1 µm of oxide, is 1.7 K. With an activation energy of 0.7 eV this raises $D$ by about 6%, which is comparable to the timing differences of about 4% to 9% in the table. These differences are thus meaningful as a comparison at fixed $D_0$, not as absolute lifetimes. Smaller corrections are modulus softening with a rough $B'=4.5$, which shifts the offset by $-0.85$ MPa, elastic energy in $\mu$, about 0.4% of the slope at the ends and less elsewhere, and storage in lattice vacancies, roughly estimated at less than $10^{-4}$ of the storage measured by $B$. Plastic flow is not sized here; it would limit the stress differences the line can hold. The numerical output lists the remaining comparisons.

## Calculated quantities

```
length 30 um, temperature 473.15 K
current density 1.0 MA/cm2
resistivity 4.5 uohm cm, |Z*| 4.0
atomic volume 0.0166 nm3, B 60 GPa
D at zero stress 1.0e-12 cm2/s
kT 0.04077 eV
wind force 1.800e-06 eV/nm
stress gradient G 17.373 MPa/um
G L 521.2 MPa, final ends +/-260.6 MPa
kappa0 1.525e-10 cm2/s, L^2/kappa0 16.397 h
a 1.3244
final D/D0: cathode 1.939, anode 0.516
snapshot at tau 0.05 = 0.820 h (cathode, middle, anode)
  constant D: 131.4, -0.00, -131.4 MPa
  D(stress): 135.1, -2.39, -127.5 MPa
time to reach part of final end stress
  constant D, cathode, 50%: 0.806 h (tau 0.0492)
  constant D, cathode, 90%: 3.477 h (tau 0.2120)
  constant D, anode, 50%: 0.806 h (tau 0.0492)
  constant D, anode, 90%: 3.477 h (tau 0.2120)
  D(stress), cathode, 50%: 0.763 h (tau 0.0466)
  D(stress), cathode, 90%: 3.323 h (tau 0.2027)
  D(stress), anode, 50%: 0.858 h (tau 0.0524)
  D(stress), anode, 90%: 3.775 h (tau 0.2302)
atom count vs solver, max difference 9.2e-06 (units G L)
Fourier series vs solver, max difference 3.1e-07
Galerkin vs solver: 3.05e-04 (25), 7.91e-05 (50 cells)
error ratio on halving h 3.86
final profile error, four laws 1.1e-16
final profile error, uneven start 2.2e-16
largest mean-stress error 3.5e-17 (units G L)
early coefficient c: integral 0.11338, solver 0.11334
late rate at a = 0: 9.8696
late rate at a = 1.324: solver 9.4141, Bessel 9.4141
late rate at a = 4.000: solver 6.5774, Bessel 6.5773
late rate at a = -4.000: solver 6.5774, Bessel 6.5773
slowest decay time, D(stress) 1.742 h
slowest decay time, constant D 1.661 h
expanded form, a 0.2, 20 cells: drift -5.943e-05
  drift formula -5.938e-05 (units G L)
expanded form, example, 20 cells: drift -0.214 MPa
softening b 0.5: offset -0.02090, root -0.02090
example softening b 0.0391 (B' 4.5)
  offset -0.85 MPa
rough void threshold 500 MPa, margin 239 MPa
residual 100 MPa multiplies D by 1.289
metal 0.5 um, oxide 1.0 um, k 1.3 W/(m K)
Joule heating 1.73 K, D rises 6.5% (barrier 0.70 eV)
vacancy/lattice storage 2.2e-05 (formation 0.67 eV)
elastic-energy correction to slope, peak/B 0.43%
```
